# Depolarization factor of a needle and the permittivity of dilute needle composites: verification in Python

```python
# Result under test: a prolate spheroid of aspect ratio r has the axial
# depolarization factor
#   N = (r*arccosh(r)/sqrt(r^2-1) - 1)/(r^2-1),
# and dilute aligned needles (volume fraction f, field along the axes) give
#   eps_eff/eps_m = 1 + f*(x-1)/(1+N*(x-1)),  x = eps_i/eps_m,
# which tends to 1 + f/N, about 1 + 49 f for r = 10, when x >> 1/N.
# eps_i, eps_m: relative permittivities of needle and matrix.
# Lengths in the tests are in units of the short semi-axis.
import numpy as np
from scipy.constants import epsilon_0
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

r = 10.0


def axial_factor(aspect):
    k2 = aspect**2 - 1
    return (aspect*np.arccosh(aspect)/np.sqrt(k2) - 1)/k2


def gain(x, factor):
    """Coefficient of f in the relative permittivity."""
    return (x - 1)/(1 + factor*(x - 1))


N = axial_factor(r)
N_perp = (1 - N)/2

# --- Test 1: field of the surface charge of a uniformly polarized spheroid
u, wu = np.polynomial.legendre.leggauss(1600)
phi = 2*np.pi*np.arange(160)/160
U, PHI = np.meshgrid(u, phi, indexing="ij")
W = wu[:, None]*(2*np.pi/160)*np.ones_like(U)
S = np.sqrt(1 - U**2)
X, Y, Z = S*np.cos(PHI), S*np.sin(PHI), r*U
area_x, area_z = r*S*np.cos(PHI), U      # components of normal times area


def depolarization(area, point):
    dx, dy, dz = X - point[0], Y - point[1], Z - point[2]
    weight = W*area/(4*np.pi*(dx**2 + dy**2 + dz**2)**1.5)
    return np.sum(weight*dx), np.sum(weight*dz)


quadrature_values = []
for point in [(0, 0, 0), (0.4, 0, 3.0), (0.2, 0, -6.0)]:
    cross, axial = depolarization(area_z, point)
    quadrature_values.append(axial)
    assert abs(axial - N) < 1e-6
    assert abs(cross) < 1e-6
N_perp_quadrature = depolarization(area_x, (0, 0, 0))[0]
assert abs(N_perp_quadrature - N_perp) < 1e-6
assert round(1/N) == 49

# --- Test 2: interface conditions with an explicitly integrated line charge
focal = np.sqrt(r**2 - 1)
t, wt = np.polynomial.legendre.leggauss(600)
source, source_weight = focal*t, focal*wt


def outer_potential(rho, z, amplitude):
    distance = np.sqrt(rho**2 + (z - source)**2)
    return -z + amplitude*0.5*np.sum(source_weight*source/distance)


xi0 = r/focal
for x in (5.0, 50.0, 500.0):
    inner_field = 1/(1 + N*(x - 1))
    amplitude = xi0*(xi0**2 - 1)*(x - 1)*inner_field
    for s in (0.2, 0.6, 0.9, 1.0):
        rho, z = np.sqrt(1 - s**2), r*s
        normal = np.array([rho, z/r**2])
        normal /= np.linalg.norm(normal)
        h = 1e-4
        up = outer_potential(rho + h*normal[0], z + h*normal[1], amplitude)
        down = outer_potential(rho - h*normal[0], z - h*normal[1], amplitude)
        outer_normal_field = -(up - down)/(2*h)
        inner_normal_D = x*inner_field*normal[1]
        assert abs(outer_potential(rho, z, amplitude) + inner_field*z) < 1e-5
        # tolerance: finite-difference error near the sharp tip
        assert abs(outer_normal_field/inner_normal_D - 1) < 1e-3


# --- Test 3: composite permittivity from a finite-volume field solution
def stretched(length, count, strength):
    s = np.linspace(0, 1, count + 1)
    return length*np.expm1(strength*s)/np.expm1(strength)


def cell_gain(f, shape):
    """(eps_eff/eps_m - 1)/f for a conducting needle centred in a cylinder
    with mirror planes at the ends and an insulating side wall;
    shape = half height / radius. Half of the cell is solved."""
    R = (2*r/(3*f*shape))**(1/3)
    H = shape*R
    edges = stretched(R, 110, 5)
    rho = (edges[1:] + edges[:-1])/2
    z = np.concatenate([r - stretched(r, 80, 4)[::-1],
                        r + stretched(H - r, 60, 4)[1:]])
    inside = rho[:, None]**2 + (z[None, :]/r)**2 < 1
    z_surface = r*np.sqrt(np.maximum(0, 1 - rho**2))[:, None]
    rho_surface = np.sqrt(np.maximum(0, 1 - (z/r)**2))[None, :]
    # links that cross the needle surface are shortened to the outside part
    start = np.where(inside[:, :-1] & ~inside[:, 1:], z_surface, z[None, :-1])
    length = np.maximum(z[None, 1:] - start, 1e-9)
    g_axial = np.pi*np.diff(edges**2)[:, None]/length
    start = np.where(inside[:-1] & ~inside[1:], rho_surface, rho[:-1, None])
    start = np.maximum(start, 1e-12)
    log_ratio = np.maximum(np.log(rho[1:, None]/start), 1e-9)
    g_radial = 2*np.pi*np.gradient(z)[None, :]/log_ratio
    index = np.arange(inside.size).reshape(inside.shape)
    a = np.concatenate([index[:, :-1].ravel(), index[:-1].ravel()])
    b = np.concatenate([index[:, 1:].ravel(), index[1:].ravel()])
    g = np.concatenate([g_axial.ravel(), g_radial.ravel()])
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                         (np.concatenate([a, b, a, b]),
                          np.concatenate([a, b, b, a]))),
                        shape=(inside.size, inside.size)).tocsr()
    fixed = inside.copy()
    fixed[:, 0] = True
    fixed[:, -1] = True
    potential = np.zeros(inside.shape)
    potential[:, -1] = H
    flat = potential.ravel()
    free = np.flatnonzero(~fixed.ravel())
    rhs = -(matrix @ flat)[free]
    flat[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    potential = flat.reshape(inside.shape)
    flux = np.sum(g_axial[:, -1]*(H - potential[:, -2]))
    return (flux/(np.pi*R**2) - 1)/f


f = 0.002
f_dilute = 0.0002
cubic_shape = np.sqrt(np.pi)/2   # height = side of square of equal area
gain_dilute = cell_gain(f_dilute, cubic_shape)
gain_cubic = cell_gain(f, cubic_shape)
gain_long = cell_gain(f, 1.5)
# tolerance: grid error plus the remaining interaction at this dilution
assert abs(gain_dilute*N - 1) < 0.02
assert abs(gain_dilute*N - 1) < abs(gain_cubic*N - 1)
assert gain_long < gain_cubic

# --- Worked example: barium titanate needles in silicone rubber
# rough typical material values
eps_i, eps_m = 1500.0, 3.0
eps_polar, eps_hot = 150.0, 10000.0
breakdown, coercive = 0.25, 1.0          # MV/cm, kV/cm
P_spontaneous, conductivity = 26.0, 1e-10   # uC/cm2, S/m
# chosen geometry and drive
length_nm, diameter_nm, layer_nm = 1000.0, 100.0, 2.0
E0 = 0.002                              # MV/cm
assert abs(length_nm/diameter_nm - r) < 1e-12
x = eps_i/eps_m
E_ratio = 1/(1 + N*(x - 1))
E_in = E0*E_ratio
P_needle = epsilon_0*(eps_i - eps_m)*E_in*1e8*100   # C/m2 to uC/cm2
tip_ratio = x*E_ratio
K = gain(x, N)
core_L, core_D = length_nm - 2*layer_nm, diameter_nm - 2*layer_nm
core_fraction = core_L*core_D**2/(length_nm*diameter_nm**2)
K_layer = core_fraction*gain(x, axial_factor(core_L/core_D))
tilt = np.radians(10)
K_tilt = np.cos(tilt)**2*K + np.sin(tilt)**2*gain(x, N_perp)
K_random = (K + 2*gain(x, N_perp))/3
crossover = conductivity/(2*np.pi*epsilon_0*(eps_i + eps_m*(1/N - 1)))

print(f"aspect ratio r: {r:.0f}")
print(f"sqrt(r^2-1): {focal:.6f}")
print(f"xi0 = r/sqrt(r^2-1): {xi0:.6f}")
print(f"arccosh(r): {np.arccosh(r):.6f}")
print(f"axial factor N, formula: {N:.6f}")
print(f"N, surface charge, centre: {quadrature_values[0]:.6f}")
print(f"N, surface charge, off centre: {quadrature_values[1]:.6f}")
print(f"1/N: {1/N:.3f}")
print(f"transverse factor: {N_perp:.6f}")
print(f"1/transverse factor: {1/N_perp:.3f}")
print(f"field solution: gain/f at f={f_dilute}: {gain_dilute:.2f}")
print(f"field solution: gain/f at f={f}, cubic-like: {gain_cubic:.2f}")
print(f"field solution: gain/f at f={f}, long cell: {gain_long:.2f}")
print(f"needle length, diameter: {length_nm:.0f}, {diameter_nm:.0f} nm")
print(f"volume fraction f: {f}")
print(f"f/(3N): {f/(3*N):.4f}")
print(f"needles per cubed length: {6*f*r**2/np.pi:.3f}")
print(f"eps_i (rough), eps_m (rough): {eps_i:.0f}, {eps_m:.0f}")
print(f"contrast x: {x:.0f}")
print(f"N*(x-1): {N*(x-1):.3f}")
print(f"ideal eps_eff/eps_m: {1+f/N:.4f}")
print(f"ideal eps_eff: {eps_m*(1+f/N):.4f}")
print(f"gain/f at finite x: {K:.2f}")
print(f"finite-x eps_eff/eps_m: {1+f*K:.4f}")
print(f"finite-x eps_eff: {eps_m*(1+f*K):.4f}")
print(f"applied field: {E0:.4f} MV/cm")
print(f"needle field/applied field: {E_ratio:.5f}")
print(f"needle field: {E_in*1000:.4f} kV/cm")
print(f"coercive field (rough): {coercive:.0f} kV/cm")
print(f"needle polarization: {P_needle:.4f} uC/cm2")
print(f"spontaneous polarization (rough): {P_spontaneous:.0f} uC/cm2")
print(f"tip field/applied field: {tip_ratio:.2f}")
print(f"tip field: {E0*tip_ratio:.4f} MV/cm")
print(f"tip curvature radius: {diameter_nm/2/r:.1f} nm")
print(f"matrix breakdown field (rough): {breakdown:.2f} MV/cm")
print(f"applied field at tip breakdown: {breakdown/tip_ratio:.5f} MV/cm")
print(f"polar-axis eps_i (rough): {eps_polar:.0f}")
print(f"gain/f, polar axis along needle: {gain(eps_polar/eps_m, N):.2f}")
print(f"eps_i near Curie point (rough): {eps_hot:.0f}")
print(f"gain/f near Curie point: {gain(eps_hot/eps_m, N):.2f}")
print(f"inactive layer thickness: {layer_nm:.0f} nm")
print(f"gain/f with inactive layer: {K_layer:.2f}")
print(f"gain/f, all needles tilted 10 degrees: {K_tilt:.2f}")
print(f"gain/f, random orientation: {K_random:.2f}")
print(f"needle conductivity (rough): {conductivity:.0e} S/m")
print(f"conduction crossover frequency: {crossover:.2e} Hz")
print("no test failed")
```

Running it gives:

```
aspect ratio r: 10
sqrt(r^2-1): 9.949874
xi0 = r/sqrt(r^2-1): 1.005038
arccosh(r): 2.993223
axial factor N, formula: 0.020286
N, surface charge, centre: 0.020286
N, surface charge, off centre: 0.020286
1/N: 49.295
transverse factor: 0.489857
1/transverse factor: 2.041
field solution: gain/f at f=0.0002: 49.49
field solution: gain/f at f=0.002, cubic-like: 52.00
field solution: gain/f at f=0.002, long cell: 49.16
needle length, diameter: 1000, 100 nm
volume fraction f: 0.002
f/(3N): 0.0329
needles per cubed length: 0.382
eps_i (rough), eps_m (rough): 1500, 3
contrast x: 500
N*(x-1): 10.123
ideal eps_eff/eps_m: 1.0986
ideal eps_eff: 3.2958
gain/f at finite x: 44.86
finite-x eps_eff/eps_m: 1.0897
finite-x eps_eff: 3.2692
applied field: 0.0020 MV/cm
needle field/applied field: 0.08991
needle field: 0.1798 kV/cm
coercive field (rough): 1 kV/cm
needle polarization: 0.0238 uC/cm2
spontaneous polarization (rough): 26 uC/cm2
tip field/applied field: 44.95
tip field: 0.0899 MV/cm
tip curvature radius: 5.0 nm
matrix breakdown field (rough): 0.25 MV/cm
applied field at tip breakdown: 0.00556 MV/cm
polar-axis eps_i (rough): 150
gain/f, polar axis along needle: 24.57
eps_i near Curie point (rough): 10000
gain/f near Curie point: 48.58
inactive layer thickness: 2 nm
gain/f with inactive layer: 43.35
gain/f, all needles tilted 10 degrees: 43.57
gain/f, random orientation: 16.31
needle conductivity (rough): 1e-10 S/m
conduction crossover frequency: 1.09e-03 Hz
no test failed
```
